# Why compensation broadens donor lines: field gradients versus quadratic Stark shifts

**Question.** At low temperature, an uncompensated n-type crystal contains neutral donors. Compensation puts charged impurities among them, and the donor absorption lines broaden. Is the broadening caused by the electric field of these charges, through the quadratic Stark effect, or by the gradient of that field? And why can two lines of the same donor give different answers?

## The charges and the donor

Each acceptor takes an electron from a donor. With acceptor density $N_A$ below donor density $N_D$ and no free carriers, there are $N_A$ negative acceptors and $N_A$ positive donors. The density of charges is

$$n=2N_A .$$

Each remaining neutral donor sees a different arrangement of these charges. Its levels shift by a different amount, and the spread of shifts over the crystal is an inhomogeneous line width. I first take the charges as independently and uniformly placed. This assumption turns out to matter most.

The example is phosphorus in silicon. In one conduction-band valley with axis $z$, the electron has transverse mass $m_t$ and longitudinal mass $m_l$. I use donor atomic units, $\hbar=m_t=e^2/(4\pi\epsilon)=1$, with $\epsilon$ the permittivity of the crystal. With $\gamma=m_t/m_l$,

$$H=-\tfrac12(\partial_x^2+\partial_y^2+\gamma\partial_z^2)-\frac1r .$$

Setting $z=\sqrt\gamma\,z'$ gives $\gamma\partial_z^2=\partial_{z'}^2$. The kinetic energy becomes isotropic and the anisotropy moves into the potential, $-1/\sqrt{x^2+y^2+\gamma z'^2}$. Diagonalizing this Hamiltonian gives the levels and matrix elements used below.

The lines go from the ground state 1s to 2p0, whose lobes lie along $z$, and to the degenerate pair 2p±, whose lobes lie in the $xy$ plane.

## What one distant charge does

A charge $Z$ at $\mathbf R=R\mathbf n$ gives the electron the energy $U=-Z/|\mathbf R-\mathbf r|$. Write

$$\frac1{|\mathbf R-\mathbf r|}=\frac1R(1+\eta)^{-1/2},\qquad \eta=\frac{-2\mathbf R\cdot\mathbf r+r^2}{R^2}.$$

Using $(1+\eta)^{-1/2}=1-\eta/2+3\eta^2/8-\dots$ and keeping terms through second order in $r$,

$$U=-\frac ZR-\frac{Z\,\mathbf n\cdot\mathbf r}{R^2}-\frac{Z[3(\mathbf n\cdot\mathbf r)^2-r^2]}{2R^3}.$$

The first term shifts all levels alike and leaves transition energies unchanged. The others have the form $\mathbf F\cdot\mathbf r+\frac12\sum_{ij}G_{ij}r_ir_j$, where

$$\mathbf F=-\frac{Z\mathbf n}{R^2},\qquad G_{ij}=-\frac{Z(3n_in_j-\delta_{ij})}{R^3}.$$

Here $\mathbf F$ is the gradient of the electron's energy; since the electron has charge $-1$, it equals the electric field. The trace $G_{xx}+G_{yy}+G_{zz}$ is zero because the charge lies outside the orbit. Contributions from different charges add.

**The 2p0 level.** The state has definite parity, so $\langle\mathbf r\rangle=0$ and the field has no first-order effect. The gradient does. Axial symmetry removes the averages of $xy$, $xz$ and $yz$ and makes $\langle x^2\rangle=\langle y^2\rangle$, so

$$\tfrac12\sum_{ij}G_{ij}\langle r_ir_j\rangle
=\tfrac12[(G_{xx}+G_{yy})\langle x^2\rangle+G_{zz}\langle z^2\rangle]
=\tfrac12qG_{zz},$$

$$q=\langle z^2\rangle-\langle x^2\rangle .$$

The last step uses $G_{xx}+G_{yy}=-G_{zz}$. A round charge cloud has $q=0$ and does not feel the gradient at this order.

The field acts in second order by mixing in states $k$ of opposite parity:

$$\Delta E_F=\sum_k\frac{|\langle k|\mathbf F\cdot\mathbf r|0\rangle|^2}{E_0-E_k}
=-\tfrac12(\alpha_\parallel F_z^2+\alpha_\perp F_\perp^2),$$

$$\alpha_i=2\sum_k\frac{|\langle k|r_i|0\rangle|^2}{E_k-E_0},\qquad F_\perp^2=F_x^2+F_y^2 .$$

There are no mixed terms $F_zF_x$, because $z$ and $x$ lead to states of different axial angular momentum. Terms containing $\mathbf F$ once and $G$ once vanish by parity.

**The ground state.** The lowest phosphorus level, 1s(A1), is an equal superposition of six valleys, two along each cubic axis. A smooth potential does not connect different valleys. The first-order gradient shift is therefore the valley average $\frac13\cdot\frac12q_{1s}(G_{xx}+G_{yy}+G_{zz})=0$. I approximate its second-order field shift by the valley-averaged polarizability $\alpha_g$ of the single-valley 1s state. The transition energy shifts by the final-state shift minus the ground-state shift:

$$\Delta E_{2p0}=\tfrac12qG_{zz}-\tfrac12(\alpha_\parallel F_z^2+\alpha_\perp F_\perp^2)+\tfrac12\alpha_gF^2 .\tag{1}$$

**The 2p± pair.** Degenerate states require a matrix. Take $p_x\propto\cos\varphi$ and $p_y\propto\sin\varphi$, and let $\rho^2=x^2+y^2$. The angular averages in $p_x$ are $\langle x^2\rangle=\frac34\langle\rho^2\rangle$ and $\langle y^2\rangle=\frac14\langle\rho^2\rangle$. Their difference is $D=\frac12\langle\rho^2\rangle$, while $\langle p_x|xy|p_y\rangle=\frac14\langle\rho^2\rangle=D/2$. Write the $2\times2$ matrix as diagonal elements $a\pm b$ and off-diagonal element $c$. The gradient contributes

$$a_G=\tfrac12qG_{zz},\quad b_G=\tfrac14D(G_{xx}-G_{yy}),\quad c_G=\tfrac12DG_{xy},$$

with $q=\langle z^2\rangle-\frac12\langle\rho^2\rangle$. For a field along $x$, let the polarizabilities of $p_x$ and $p_y$ be $\alpha_\perp+\beta$ and $\alpha_\perp-\beta$. Rotation to a general in-plane direction gives

$$a_F=-\tfrac12(\alpha_\parallel F_z^2+\alpha_\perp F_\perp^2)+\tfrac12\alpha_gF^2,$$
$$b_F=-\tfrac12\beta(F_x^2-F_y^2),\qquad c_F=-\beta F_xF_y .$$

The two line shifts are $a\pm\sqrt{b^2+c^2}$, where $a$, $b$ and $c$ are sums of both contributions. The gradient thus moves the pair and also splits it.

## From one charge to a line width

The mean distance between charges scales as $n^{-1/3}$. Enlarging every distance by one factor preserves the statistics of a random arrangement. Since $F\propto R^{-2}$ and $G\propto R^{-3}$, the distribution of $\mathbf F$ scales as $n^{2/3}$ and that of $G$ as $n$. Therefore

$$W_G=w_Gn,\qquad W_S=w_Sn^{4/3}. \tag{2}$$

The Stark width has the higher power because it contains the square of the field. Here "width" means the interval containing the middle half of the shifts. For a Lorentzian this equals the full width at half maximum, and it stays finite even when the mean shift does not.

**Gradient distribution.** Put $N$ charges in volume $V$, with $n=N/V$. One charge contributes $g=\pm A/R^3$ to $G_{zz}$, where $A=3\mu^2-1$ and $\mu=\cos\theta$. For independent charges, as $V\to\infty$,

$$\langle e^{ikG_{zz}}\rangle=\left[1-\frac1V\int(1-\cos kg)\,d^3R\right]^N
\to\exp\left[-n\int(1-\cos kg)\,d^3R\right].$$

The sine part cancels because both signs are equally likely. At fixed angle put $v=|kA|/R^3$. Then $R^2dR=-|kA|\,dv/(3v^2)$, the minus sign reverses the limits, and $\int_0^\infty(1-\cos v)v^{-2}dv=\pi/2$. The exponent becomes

$$-n\frac{\pi|k|}6\int|A|\,d\Omega .$$

With $\mu_0=1/\sqrt3$, the intervals below and above $\mu_0$ each contribute $\mu_0-\mu_0^3=2/(3\sqrt3)$ to $\int_0^1|3\mu^2-1|d\mu$. Hence $\int|A|d\Omega=4\pi\cdot4/(3\sqrt3)$, and

$$\langle e^{ikG_{zz}}\rangle=e^{-\Gamma|k|},\qquad \Gamma=\frac{8\pi^2}{9\sqrt3}n=5.065\,n. \tag{3}$$

This is the transform of a centred Lorentzian of half width $\Gamma$. A 2p0 shift is $\frac12q$ times $G_{zz}$, so its full gradient width is $2\cdot\frac12|q|\Gamma=|q|\Gamma$. Valleys along the other cubic axes see $G_{xx}$ or $G_{yy}$, which have the same distribution.

**Field distribution.** The same averaging applies to $\mathbf F$. For a transform vector of length $k$, put $v=k/R^2$. The angular average of $1-\cos(\mathbf k\cdot\mathbf F)$ is $1-\sin v/v$, and $R^2dR$ becomes $\frac12k^{3/2}v^{-5/2}dv$ after the limits are reversed. The integral over positions is

$$2\pi k^{3/2}\int_0^\infty\frac{v-\sin v}{v^{7/2}}dv .$$

Three integrations by parts, whose boundary terms vanish, reduce the last integral to

$$\frac25\cdot\frac23\cdot2\int_0^\infty\frac{\cos v}{\sqrt v}dv
=\frac8{15}\sqrt{\frac\pi2}=\frac4{15}\sqrt{2\pi}.$$

Thus

$$\langle e^{i\mathbf k\cdot\mathbf F}\rangle=e^{-(F_0k)^{3/2}},\qquad
F_0=2\pi\left(\frac4{15}\right)^{2/3}n^{2/3}.$$

This is the Holtsmark law. Numerical inversion gives a median field of $5.59\,n^{2/3}$. Integrating the field law over direction with the weights in (1) gives the 2p0 Stark width. Direct sums over randomly placed charges test these results: they give 5.09 for $\Gamma/n$, 5.60 for the median-field coefficient, and 810 for the 2p0 Stark coefficient, against 812 from integration.

**The wings.** A very large field comes from one close charge. The chance of finding a charge within $R$ is $4\pi nR^3/3$ when small, and $R=F^{-1/2}$, so

$$P(|\mathbf F|>F)\simeq\frac{4\pi n}{3}F^{-3/2}.$$

A Stark shift $s\propto F^2$ exceeds $s$ with probability proportional to $s^{-3/4}$. Its mean diverges within the point-charge expansion, although its quartiles are finite. The gradient wing falls faster, as $s^{-1}$. The gradient law ends when the charge comes close to the orbit and the expansion in $r/R$ fails. The Stark law ends in much the same region, where the field mixes nearby levels so strongly that the shift no longer follows $F^2$.

**Crossover.** Equating the widths in (2) gives

$$n_c=\left(\frac{w_G}{w_S}\right)^3. \tag{4}$$

Gradients give the larger separate width below $n_c$, and the quadratic Stark effect above it. The cube makes $n_c$ sensitive to the shape of the orbit.

## Why the two silicon lines differ

With the rough values $m_t=0.19$ and $m_l=0.92$ electron masses and relative permittivity 11.4, the length unit is 3.175 nm and the energy unit 0.03978 eV. The calculated binding energies are 0.0115 eV for 2p0, 0.0089 eV for 2s and 0.0064 eV for 2p±.

For equal masses, 2p0 has $q=12$ in donor units: its lobes extend along $z$. In silicon the heavy longitudinal mass lowers the kinetic cost of confinement along $z$, and the lobes contract. The result is $\langle z^2\rangle=20.4$ nm² and $\langle x^2\rangle=40.2/2=20.1$ nm². The cloud has two lobes, but its second moments are nearly those of a round cloud. The difference is 0.27 nm², or $q=0.027$ in donor units. A change of one percent in either moment would alter $q$ by 0.2 nm², so its precise value has little meaning. Its smallness relative to either moment does.

For 2p± the lobes lie in the plane and the contraction along $z$ makes the cloud flatter. Here $q=15.0-173.3/2=-71.6$ nm², or $-7.10$ in donor units, compared with $-6$ for equal masses. The same mass anisotropy nearly removes one quadrupole and increases the other.

The field response does not cancel in this way. For 2p0, $\alpha_\parallel=51.5$ and $\alpha_\perp=17.6$; the nearby 2s level supplies 49.7 of the former. For 2p±, $\alpha_\parallel=45.1$, $\alpha_\perp=106.2$ and $\beta=25.7$. The ground state contributes $\alpha_g=1.2$. All are in donor units.

A single acceptor on the axis at $R=60$ units, or 191 nm, tests the signs and factors. With $Z=-1$, $G_{zz}=2/R^3$ and $F_z=1/R^2$. The 2p0 level should shift by

$$\frac q{R^3}-\frac{\alpha_\parallel}{2R^4}
=1.2\times10^{-7}-1.99\times10^{-6}=-1.86\times10^{-6}$$

energy units, or $-7.40\times10^{-8}$ eV. Diagonalization with the full Coulomb potential gives $-7.42\times10^{-8}$ eV. For 2p± the values are $-1.378\times10^{-6}$ eV from the formula and $-1.370\times10^{-6}$ eV from diagonalization. At this distance the field controls the first shift and the gradient the second.

## The widths in numbers

Take $N_D=10^{15}$ cm⁻³ and 20 % compensation. Then $N_A=2\times10^{14}$ cm⁻³ and $n=4\times10^{14}$ cm⁻³, or $1.28\times10^{-5}$ in donor units. The mean spacing $n^{-1/3}$ is 136 nm and the median field is 383 V/cm.

For 2p±, sampling the matrix shifts gives $w_G=70.1$ and $w_S=2495$. With $n^{4/3}=2.99\times10^{-7}$,

$$W_G=70.1(1.28\times10^{-5})(0.03978\text{ eV})=3.6\times10^{-5}\text{ eV},$$
$$W_S=2495(2.99\times10^{-7})(0.03978\text{ eV})=3.0\times10^{-5}\text{ eV}.$$

By this measure of width the two mechanisms are comparable. Because the same charges produce both, their widths cannot be combined as if independent. Sampling the joint shift gives $4.4\times10^{-5}$ eV, or 0.35 cm⁻¹, less than the sum of the separate widths.

For 2p0, $w_G=|q|\Gamma/n=0.136$ and $w_S=812$. The gradient width is $6.9\times10^{-8}$ eV and the Stark width $9.7\times10^{-6}$ eV. The joint width is also $9.7\times10^{-6}$ eV, or 0.078 cm⁻¹. The Stark profile is a narrow peak with a long one-sided wing, so its full width at half maximum is only about half of this, near $5\times10^{-6}$ eV. The median shift is $-4.9\times10^{-6}$ eV: the Stark effect moves this line to lower energy as well as broadening it.

Equation (4) gives for 2p±

$$n_c=\left(\frac{70.1}{2495}\right)^3=2.2\times10^{-5}\text{ donor units}=6.9\times10^{14}\text{ cm}^{-3},$$

or $N_A\approx3.5\times10^{14}$ cm⁻³. This value belongs to the middle-half width. Measured as full width at half maximum, the separate 2p± widths in the example are about $4\times10^{-5}$ eV for the gradient and $1.6\times10^{-5}$ eV for the Stark effect. Equation (4) then gives $7$ to $8\times10^{15}$ cm⁻³, where second-order theory no longer holds. For 2p0 the formula gives about $10^8$ cm⁻³. That figure is only an indication, since it contains the cube of a nearly cancelled $q$. Even a tenfold larger $q$ would leave the example's gradient width at $7\times10^{-7}$ eV, well below the Stark width.

The joint 2p± width also shows the crossover. From $n=10^{13}$ to $10^{14}$ cm⁻³ it grows from $9.0\times10^{-7}$ to $9.6\times10^{-6}$ eV, a factor of 10.7, close to the tenfold growth of a gradient width. From $10^{14}$ to $10^{15}$ cm⁻³ it grows by a factor of 13, towards the factor $10^{4/3}=21.5$ of a pure Stark width.

## What real silicon changes

The masses, permittivity and doping describe lightly doped silicon; 20 % compensation is high for electronic-grade material and suits a deliberately compensated sample. The assumption most at risk is random placement. At low temperature an electron can lower its energy by leaving a donor close to an acceptor. The ionized donors then tend to accompany the acceptors, and their distant fields partly cancel.

As a limiting model, I pair each acceptor with a different donor so that the total pair distance is smallest, at the same densities. The joint width falls from $9.7\times10^{-6}$ to $1.2\times10^{-6}$ eV for 2p0, a factor of 8, and from $4.4\times10^{-5}$ to $1.4\times10^{-5}$ eV for 2p±, a factor of 3. The paired widths move by 10 to 20 % with the size and boundary of the simulated sample, so the first factor is 7 to 8. The powers in (2) survive if $N_A/N_D$ is held fixed, since the whole arrangement still scales with one length. The coefficients and $n_c$ change: pairing weakens the Stark part more than the gradient part and raises $n_c$ for 2p± to about $10^{16}$ cm⁻³.

Temperature affects the choice between these models. The Coulomb energy at the mean spacing is $0.03978\times3.175/136=9\times10^{-4}$ eV, close to $k_BT$ at 10 K. I therefore expect a sample at 10 K to lie between the random and paired arrangements, but the thermal arrangement has not been calculated.

Other corrections are smaller for this example or affect mainly the wings:

- **Central cell.** The phosphorus core lowers the 2s(A1) level towards 2p0. An estimate based on a rough 0.045 eV ground-state binding raises $\alpha_\parallel$ from 51 to 66 and the 2p0 width by 18 %, to $1.14\times10^{-5}$ eV. It omits the coupling that this level creates between valleys. That coupling is of the same order, because the 2p0 states of all six valleys are degenerate in the absence of the charges. The combinations that absorb light from 1s(A1) join two opposite valleys and overlap 2s(A1) with weight 1/3 instead of 1/6. This doubles the increase of $\alpha_\parallel$, to about 81; the resulting width has not been calculated. The core also lowers 3s(A1) towards 2p± and moves 2s(A1) away from it. The same rough estimate raises the 2p± Stark width by about 15 % and the joint width by about 7 %, and lowers $n_c$ by about a third.
- **Strong mixing.** At the median field the largest first-order admixture amplitude is 0.06 for 2p0 and 0.09 for 2p±. At the 2p± crossover it is 0.13, so second-order theory remains reasonable for typical donors there.
- **Close charges.** The chance of a charge within 41 nm, three root-mean-square radii of 2p±, is 11 %. The extreme wings therefore need the full potential. The quoted widths describe the middle half of the shifts and change by only a few percent.
- **Neutral donors.** Resonant transfer of the 2p± excitation has an energy scale of $1.3\times10^{-6}$ eV, 3 % of the random-charge width.
- **Free carriers.** Their estimated density at 10 K is about $10^{-5}$ cm⁻³, so their screening is negligible.

Phonon lifetime, strain and instrumental resolution are left out. The calculated widths are therefore the compensation contribution within this model, not a prediction of the complete measured line.

The answer to the question thus depends on both density and orbit. Random charges broaden 2p0 mainly through the quadratic Stark effect at the densities considered. They broaden 2p± mainly through gradients when dilute, and, judged by the middle-half width, through both mechanisms near $7\times10^{14}$ charges per cm³. Judged by the full width at half maximum, or with charges paired as expected in a cold sample, this crossover lies ten or more times higher, and gradients dominate 2p± in the example. The numerical output gives the remaining intermediate values.

## Values computed for the example and the checks

```
m_t, m_l (electron masses), eps_r: 0.19, 0.92, 11.4
N_D, N_A, ionized n (cm^-3): 1.00e+15, 2.00e+14, 4.00e+14
temperature: 10 K; gamma: 0.2065
donor length unit: 3.175 nm; energy unit: 0.03978 eV
n in donor units: 1.280e-05; mean spacing n^(-1/3): 135.7 nm
effective-mass binding 1s: 0.03123 eV
effective-mass binding 2p0: 0.01150 eV
effective-mass binding 2s: 0.00886 eV
effective-mass binding 2pm: 0.00639 eV
2p0 <z^2>, <x^2+y^2>, q (nm^2): 20.38, 40.21, 0.27
2pm <z^2>, <x^2+y^2>, q (nm^2): 15.03, 173.28, -71.61
q of 2p0, 2pm (donor units): 0.0269, -7.1035
q of 2p0, 2pm at gamma=1 (donor units): 12.000, -6.000
2pm in-plane D (donor units): 8.5944
2p0 alpha parallel, perpendicular (donor units): 51.45, 17.62
2s part of 2p0 alpha parallel (donor units): 49.66
2pm alpha parallel, mean perp., beta (donor units): 45.12, 106.24, 25.70
1s mean alpha (donor units): 1.200
2p0, acceptor on axis at 191 nm, full / formula: -7.4152e-08 / -7.4016e-08 eV
2pm, acceptor on axis at 191 nm, full / formula: -1.3701e-06 / -1.3776e-06 eV
gradient half width / n, formula: 5.0651; sampled: 5.0921
median field / n^(2/3), Holtsmark: 5.5910; sampled: 5.5954
2p0 Stark width / n^(4/3), quadrature: 812.07; sampled: 809.97
median field in example: 383.4 V/cm
2p0 coefficients w_Q, w_S (donor units): 0.136, 812.07
2p0 crossover density: 1.474e+08 cm^-3
2p0 field mixing amplitude, example / crossover: 0.0592 / 0.0000
2pm coefficients w_Q, w_S (donor units): 70.135, 2494.78
2pm crossover density: 6.941e+14 cm^-3
2pm field mixing amplitude, example / crossover: 0.0930 / 0.1343
n=1e+13 cm^-3 2p0 gradient, Stark, joint width (eV): 1.734e-09, 7.073e-08, 7.048e-08
n=1e+13 cm^-3 2pm gradient, Stark, joint width (eV): 8.931e-07, 2.173e-07, 9.040e-07
n=1e+14 cm^-3 2p0 gradient, Stark, joint width (eV): 1.734e-08, 1.524e-06, 1.519e-06
n=1e+14 cm^-3 2pm gradient, Stark, joint width (eV): 8.931e-06, 4.682e-06, 9.637e-06
n=4e+14 cm^-3 2p0 gradient, Stark, joint width (eV): 6.937e-08, 9.676e-06, 9.652e-06
n=4e+14 cm^-3 2pm gradient, Stark, joint width (eV): 3.572e-05, 2.973e-05, 4.375e-05
n=1e+15 cm^-3 2p0 gradient, Stark, joint width (eV): 1.734e-07, 3.283e-05, 3.273e-05
n=1e+15 cm^-3 2pm gradient, Stark, joint width (eV): 8.931e-05, 1.009e-04, 1.274e-04
2p0 example joint width: 0.0779 cm^-1; median shift: -4.863e-06 eV
2p0 joint width with paired charges: 1.230e-06 eV
2pm example joint width: 0.3529 cm^-1; median shift: -1.452e-05 eV
2pm joint width with paired charges: 1.440e-05 eV
rough P binding used: 0.045 eV; estimated 2s(A1): 0.01054 eV
2p0 alpha parallel with 2s(A1) lowering: 66.11 donor units
2p0 joint width with 2s(A1) lowering: 1.137e-05 eV
probability of a charge within 41.2 nm (3 rms radii of 2pm): 0.1103
2pm resonant-transfer energy scale: 1.346e-06 eV
free-electron density: 6.99e-06 cm^-3
```
